# How Many Trajectories Fix a Sticking Probability Near 0.001?

Suppose that a silane molecule arriving at a hot silicon surface sticks with probability 0.001. A simulation of 1000 impacts should then show one sticking event on average, yet there is a 36.8% chance that it shows none. Even 10,000 impacts leave a relative standard error of 31.6%. To bring it down to 10% takes 99,900 impacts, although the quantity sought is a single number. The reason is that the precision is set by the number of molecules that stick, and nearly all the computed trajectories end with the molecule back in the gas.

## The estimate on the back of an envelope

Let \(p\) be the sticking probability, \(N\) the number of trajectories and \(K\) the number that stick. On average \(K\) is \(Np\). If the trajectories are independent, their fluctuations add in squares, so the squared fluctuation of \(K\) grows in proportion to \(N\). When sticking is rare, each trajectory contributes about \(p\) to it: the squared deviation is close to 1 with probability \(p\), and close to 0 otherwise. The typical fluctuation of \(K\) is therefore about \(\sqrt{Np}\), and relative to the mean it is

\[
\frac{\sqrt{Np}}{Np}=\frac{1}{\sqrt{Np}} .
\]

For this to be 0.10 we need \(Np=100\) sticking events. At one event per thousand trajectories, that means

\[
N\approx\frac{100}{0.001}=100{,}000 .
\]

The argument neglected terms of relative size \(p\), and it took independence for granted. The first point is settled by an exact calculation of the variance. The second is a condition on how the simulation is run.

## The controlled derivation

**One trajectory.** Direct counting assigns to trajectory \(i\) a number \(X_i\), equal to 1 if the molecule sticks and 0 if it returns to the gas. All trajectories carry equal weight, and \(N\) is fixed before the run. The mean is

\[
\langle X_i\rangle=1\cdot p+0\cdot(1-p)=p .
\]

Since \(0^2=0\) and \(1^2=1\), we have \(X_i^2=X_i\), so \(\langle X_i^2\rangle=p\) as well. The variance is

\[
\operatorname{Var}X_i=\langle X_i^2\rangle-\langle X_i\rangle^2=p-p^2=p(1-p).
\]

**Unequal impacts.** Molecules arrive with different energies and angles, and they strike different sites. Let \(q\) be the sticking chance for one particular set of conditions. If every trajectory draws its conditions afresh from the same distribution, its overall sticking probability is \(p=\langle q\rangle\). The variance now has two parts. For given conditions the outcome varies by \(q(1-q)\), and the chance \(q\) itself varies from one draw to the next:

\[
\begin{aligned}
\operatorname{Var}X_i
&=\langle q(1-q)\rangle+\left(\langle q^2\rangle-\langle q\rangle^2\right)\\
&=p-\langle q^2\rangle+\langle q^2\rangle-p^2\\
&=p(1-p).
\end{aligned}
\]

The terms in \(\langle q^2\rangle\) cancel. A wide spread of impact conditions therefore costs no extra trajectories, provided that each trajectory has its own draw. This also covers classical trajectories whose outcome is fixed by their starting conditions, for which \(q\) is either 0 or 1.

**Many trajectories.** The count is \(K=\sum_i X_i\), with mean \(Np\). Write \(\delta_i=X_i-p\). Then

\[
\operatorname{Var}K=\Big\langle\Big(\sum_i\delta_i\Big)^2\Big\rangle
=\sum_i\langle\delta_i^2\rangle+\sum_{i\ne j}\langle\delta_i\delta_j\rangle .
\]

For independent trajectories \(\langle\delta_i\delta_j\rangle=\langle\delta_i\rangle\langle\delta_j\rangle=0\) when \(i\ne j\). What remains is \(N\) equal terms:

\[
\operatorname{Var}K=Np(1-p).
\]

The estimate of the sticking probability is \(\hat p=K/N\). Its mean is \(p\), so it is unbiased. Dividing a quantity by \(N\) divides its variance by \(N^2\):

\[
\operatorname{Var}\hat p=\frac{Np(1-p)}{N^2}=\frac{p(1-p)}{N}.
\]

**The required number.** The relative standard error \(r\) is the standard deviation of \(\hat p\) divided by \(p\):

\[
r=\frac1p\sqrt{\frac{p(1-p)}{N}}=\sqrt{\frac{1-p}{Np}} .
\]

Squaring and solving for \(N\) gives

\[
N=\frac{1-p}{p\,r^2},
\]

rounded up to a whole number where necessary. For the example,

\[
N=\frac{0.999}{0.001\times0.10^2}=99{,}900 .
\]

The expected count is 99.9 events with a standard deviation of 9.99. In absolute terms the standard error of \(\hat p\) is \(1.0\times10^{-4}\).

## Comparing the two answers

The envelope gave \(1/(pr^2)\), and the full result is smaller by the factor \(1-p\). At \(p=0.001\) the difference is 0.1%, or 100 trajectories in 100,000. At \(p=0.3\) it matters: the envelope asks for 334 trajectories for a 10% error, while the full formula asks for 234.

Both full results were tested without using the variance formula. The probability distribution of \(K\) was built up from the two outcomes of a single trajectory by repeated combination, and the smallest \(N\) with a relative spread of 10% was found by search. It was 99,900 for \(p=0.001\) and 234 for \(p=0.3\). These and the other computed values are collected in the numerical output.

The opposite limit shows what is really being counted. As \(p\) approaches 1, the formula for \(N\) falls towards zero, and after rounding up a single trajectory meets the target, because nearly every trajectory gives the same answer. If the quantity of interest is then the small chance of not sticking, \(1-p\), the absolute error is unchanged but must be divided by \(1-p\):

\[
\frac{1}{1-p}\sqrt{\frac{p(1-p)}{N}}=\sqrt{\frac{p}{N(1-p)}} .
\]

This is large again when \(1-p\) is small. The expensive quantity is the probability of the rarer outcome, whichever that is.

A second test used simulated impacts with unequal conditions. The energy \(E\) of motion along the surface normal was drawn for a gas at 300 K. Arriving molecules are weighted by their normal speed \(v\), and \(dE=Mv\,dv\) for molecular mass \(M\), so that

\[
v\,e^{-Mv^2/2k_BT}\,dv\;\propto\;e^{-E/k_BT}\,dE .
\]

A molecule stuck if \(E\) exceeded a barrier \(B\), drawn uniformly between 0.157 and 0.207 eV to imitate different impact sites. The lower limit, more precisely 0.1575 eV with a range of 0.050 eV, was chosen to make the overall probability 0.001; the rounded limits alone would give a value about 2% higher. In 600 campaigns of 99,900 impacts each, the mean estimate was 0.001001 and the relative spread between campaigns was 9.9%. A spread found from 600 campaigns is itself uncertain by about \(1/\sqrt{2\times600}\), or 3% of its value, so 9.9% agrees with the predicted 10%.

## What ten per cent promises

A standard error is not a maximum error. With \(N=99{,}900\) and \(p=0.001\), the estimate lies within 10% of \(p\) with probability 68.4%, which corresponds to counts from 90 to 109. It lies within 20% with probability 95.5%. About one campaign in three therefore misses by more than 10%.

Someone who wants about 95% confidence of being within 10% needs two standard errors to equal 10%, hence \(r=0.05\). Since \(N\) varies as \(1/r^2\), the cost is four times larger, about 400,000 trajectories. A standard error of 1% needs 9,990,000 trajectories, one hundred times the original number.

## Planning when \(p\) is unknown

The formula contains the quantity that the simulation is meant to find. For small \(p\) the required number is nearly proportional to \(1/p\), so a wrong guess matters. At the same 10% target, \(p=0.0005\) needs 199,900 trajectories and \(p=0.002\) needs 49,900. "One hundred thousand" belongs to probabilities close to 0.001, and a factor of two in \(p\) moves it by a factor of two.

A pilot run can supply the guess. With 10,000 trajectories and \(p=0.001\), about ten events are expected and the relative standard error is 31.6%. That is poor as a result but enough for a rough choice of the size of the main run: a run sized from such a pilot reaches an error between about 6% and 13% in 95% of cases. A pilot of 1000 has a standard error of 99.9%, nearly as large as the quantity itself.

A pilot with no events still carries information. The chance of that outcome is \((1-p)^N\), since each trajectory must fail to stick. Values of \(p\) for which this chance is below 5% may be regarded as disfavoured. The boundary follows from

\[
(1-p)^N=0.05
\quad\Rightarrow\quad
N\ln(1-p)=\ln0.05\approx-3.0 .
\]

For small \(p\), \(\ln(1-p)\approx-p\), so the boundary is \(p\approx3/N\). One thousand trajectories without an event thus leave sticking probabilities up to about 0.003 in play. They do not show that the molecule never sticks.

After the main run, the unknown \(p\) in the error formula is replaced by \(K/N\):

\[
r_{\text{est}}=\sqrt{\frac{1-K/N}{N(K/N)}}=\sqrt{\frac{1-K/N}{K}} .
\]

For \(N=99{,}900\), a run with 80 events reports an error of 11.2%, one with 100 events reports 10.0%, and one with 120 events reports 9.1%. The reported error fluctuates because it rests on the same count as the estimate. With \(K=0\) the expression has no value, and the zero-event argument above takes its place.

## When trajectories share a surface

The variance formula fails if the cross terms \(\langle\delta_i\delta_j\rangle\) do not vanish. This can happen when many molecules are fired at the same stored snapshot of the vibrating surface. If that snapshot happens to be unusually reactive, all its trajectories are affected together.

Let \(m\) trajectories share each snapshot, with all other conditions drawn afresh. Let \(q\) now denote the sticking probability for one snapshot. Its mean over snapshots is \(p\) and its standard deviation is \(sp\), so \(\langle q^2\rangle=p^2(1+s^2)\). For a given snapshot, the count has mean \(mq\) and variance \(mq(1-q)\). Adding the variance within snapshots to the variance of the mean between them gives, for the count \(K_m\) from one snapshot,

\[
\begin{aligned}
\operatorname{Var}K_m
&=m\langle q-q^2\rangle+m^2s^2p^2\\
&=m(p-p^2-s^2p^2)+m^2s^2p^2\\
&=mp(1-p)+m(m-1)s^2p^2 .
\end{aligned}
\]

Dividing by the independent result \(mp(1-p)\) gives the factor by which sharing raises the variance:

\[
D=1+(m-1)\frac{s^2p}{1-p}.
\]

With \(m=1\) the factor is 1, in agreement with the earlier cancellation. As an illustration, take \(s=0.5\) and 100 independent snapshots with 999 trajectories each, again 99,900 in all:

\[
D=1+998\times\frac{0.25\times0.001}{0.999}=1.250 .
\]

The relative standard error becomes \(10\%\times\sqrt{1.250}=11.2\%\). With 100 trajectories per snapshot and the same \(s\), the factor is 1.025, which hardly matters. Sharing is fairly harmless at this smaller group size, because a snapshot then yields only 0.1 sticking events on average and seldom gives two. With 999 trajectories the average is about one event per snapshot, and two or more are no longer rare.

Sharing does set a limit that more trajectories cannot remove. Let there be \(J\) snapshots, so that \(N=Jm\). The squared relative error is

\[
\begin{aligned}
r^2&=\frac{1-p}{Np}\,D
=\frac{1-p}{Np}+\frac{(m-1)s^2}{N}\\
&=\frac{1-p}{Np}+\frac{s^2}{J}\left(1-\frac1m\right).
\end{aligned}
\]

If \(J\) is held fixed while \(m\) grows, the first term vanishes but the second tends to \(s^2/J\). For \(J=100\) and \(s=0.5\), the error cannot fall below \(0.5/\sqrt{100}=5\%\). To go further, new snapshots are needed.

## When trajectories stop too soon

Counting statistics also assume that each outcome is classified correctly. A molecule may be held briefly in a shallow well before it desorbs. If the calculation stops while it is still there, it may be counted as stuck.

Suppose that a fraction \(a\) of all arriving molecules is trapped in this way and would later leave at a constant rate \(1/\tau\). The fraction still present obeys \(df/dt=-f/\tau\) with \(f(0)=a\), so \(f(t)=a\,e^{-t/\tau}\). Take \(a=0.1\), a well depth of 0.2 eV, an attempt rate of \(10^{13}\) s\(^{-1}\) and a surface at 900 K, where \(k_BT=0.0776\) eV. Then

\[
\tau=\frac{e^{0.2/0.0776}}{10^{13}\ \text{s}^{-1}}=1.32\ \text{ps}.
\]

Stopping 10 ps after the moment of trapping adds false events equal to

\[
\frac{a\,e^{-t/\tau}}{p}=\frac{0.1\,e^{-10/1.32}}{0.001}=5.1\%
\]

of the true sticking probability. Stopping 20 ps after trapping reduces this to 0.0026%. These times do not include the flight to the surface. If the length of a trajectory is counted from its start, every additional \(\tau\) spent in flight multiplies the false count by \(e\), and slowly arriving molecules contribute most. The error at 10 ps is half the statistical error of the planned run, and it always raises the estimate in this model. Running more trajectories of the same length leaves it unchanged. With a deeper well, \(\tau\) grows exponentially and the stopping time must grow with it.

## What the error means for a growth rate

The sticking probability is wanted because it turns an arrival rate into a growth rate. For an ideal gas at pressure \(P\) and temperature \(T\), the number density is \(P/k_BT\). The flux onto a surface is this density times the average, over all molecules, of the normal velocity towards the surface, with molecules moving away counted as zero:

\[
F=\frac{P}{k_BT}\sqrt{\frac{M}{2\pi k_BT}}\int_0^\infty v\,e^{-Mv^2/2k_BT}\,dv .
\]

The integral equals \(k_BT/M\), so

\[
F=\frac{P}{k_BT}\sqrt{\frac{k_BT}{2\pi M}}=\frac{P}{\sqrt{2\pi Mk_BT}} .
\]

For silane at 1 mTorr and 300 K this is \(3.579\times10^{17}\) cm\(^{-2}\) s\(^{-1}\). Each stuck molecule is taken to leave one silicon atom in the film, whose atomic density is \(n=4.994\times10^{22}\) cm\(^{-3}\). The growth rate on a bare surface is

\[
G=\frac{pF}{n}=\frac{0.001\times3.579\times10^{17}}{4.994\times10^{22}}\ \text{cm/s}
=4.30\ \text{nm/min}.
\]

On a bare surface \(G\) is proportional to \(p\), so it has the same relative error. The counting error is 0.43 nm/min when \(P\), \(T\) and \(n\) are held fixed.

These are round parameters chosen for illustration. The value \(p=0.001\) is a planning value, not a measured one, and real sticking depends on the temperature and state of the surface. If \(p\) were 0.0001, the bare-surface growth rate would be 0.43 nm/min, and a 10% error would take 999,900 trajectories. In particular, a growing surface is not bare, because silane brings hydrogen that occupies sites. Let \(\theta\) be the fraction of sites covered by hydrogen. Suppose that sticking needs two free sites, so that it is reduced by \((1-\theta)^2\), and that hydrogen leaves at a rate proportional to \(\theta\). With four hydrogen atoms per stuck molecule and \(6.78\times10^{14}\) surface sites per cm\(^2\), the supply to a bare surface is \(4pF\) divided by this site density, or 2.11 s\(^{-1}\) per site. A rough desorption barrier of 2.0 eV and a prefactor of \(10^{13}\) s\(^{-1}\) give a rate constant of 63.2 s\(^{-1}\) at 900 K. The steady balance is

\[
2.11\,(1-\theta)^2=63.2\,\theta ,
\]

with solution \(\theta=0.031\). The growth rate falls by about 6%. This figure depends strongly on the rough barrier: with 2.1 eV instead of 2.0 eV, hydrogen leaves 3.6 times more slowly, the coverage rises to about 0.10, and the loss becomes about 19%, more than the counting error. Both choices are only illustrations. Published kinetics for hydrogen on Si(100) scatter widely, and some give a rate constant near 3 s\(^{-1}\) at 900 K, for which the same balance gives a coverage of about 0.32 and a loss of about 54%. If \(p\) stays the same, hydrogen leaves a cooler surface more slowly, and the bare-surface assumption becomes worse.

The gas temperature deserves equal care if sticking depends on the energy that the arriving molecule brings with it. In the barrier model used above, \(p=\langle e^{-B/k_BT}\rangle\), where the average is over sites. Differentiating with the barriers held fixed gives

\[
\frac{d\ln p}{d\ln T}
=\frac{\left\langle (B/k_BT)\,e^{-B/k_BT}\right\rangle}{\left\langle e^{-B/k_BT}\right\rangle}.
\]

This is a weighted average of \(B/k_BT\), so it lies between the smallest and largest values of that ratio. At 300 K, \(k_BT=0.0259\) eV, and barriers from 0.157 to 0.207 eV place it between about 6 and 8. An error of 1% in the gas temperature, or 3 K, then shifts \(p\) by 6 to 8%. In this model a small mistake in the gas temperature causes an error comparable with the counting noise of one hundred thousand trajectories, and it does not average away.

## Calculated quantities

```
Planned sticking probability p: 0.001
Target relative standard error: 10 %
Required trajectories, formula: 99900
Required trajectories, search on count distribution: 99900
Expected sticking events: 99.9
Standard deviation of event count: 9.99
Standard error of p estimate: 1.0e-04
Required trajectories if p = 0.3, formula: 234
Required trajectories if p = 0.3, search: 234
Required trajectories if p = 0.0005: 199900
Required trajectories if p = 0.002: 49900
Required trajectories for 1 % error at p = 0.001: 9990000
Relative standard error with 1000 trajectories: 99.9 %
Relative standard error with 10000 trajectories: 31.6 %
Chance of no event in 1000 trajectories: 36.8 %
Chance that estimate lies within 10 % of p: 68.4 %
Chance that estimate lies within 20 % of p: 95.5 %
Error estimated after a run with 80 events: 11.2 %
Error estimated after a run with 100 events: 10.0 %
Error estimated after a run with 120 events: 9.1 %
Simulated campaigns: 600
Lowest barrier in simulation: 0.157 eV
Width of barrier range in simulation: 0.050 eV
Mean estimate over campaigns: 0.001001
Relative spread of estimates over campaigns: 9.9 %
Relative spread of p between snapshots: 50 %
Trajectories per shared snapshot: 999
Number of shared snapshots: 100
Variance factor from sharing: 1.250
Relative standard error with sharing: 11.2 %
Variance factor with 100 per snapshot: 1.025
Surface temperature: 900 K
Fraction trapped that would later desorb: 0.1
Trapping well depth: 0.2 eV
Attempt rate of desorption: 1e+13 1/s
Residence time: 1.32 ps
False sticking relative to p, stop at 10 ps: 5.1 %
False sticking relative to p, stop at 20 ps: 0.0026 %
Silane pressure: 1 mTorr
Gas temperature: 300 K
Impingement flux: 3.579e+17 1/(cm2 s)
Silicon atomic density: 4.994e+22 1/cm3
Growth rate on bare surface: 4.30 nm/min
Counting error of growth rate: 0.43 nm/min
Hydrogen desorption barrier: 2.0 eV
Hydrogen desorption prefactor: 1e+13 1/s
Hydrogen desorption rate constant: 63.2 1/s
Hydrogen supply rate per site, bare surface: 2.11 1/s
Steady hydrogen coverage: 0.031
Growth rate lost to blocked sites: 6.2 %
```
